# Weak-disorder localization length of the Anderson chain and its band-centre anomaly, part 1

(Sections cited here and not found follow in the second part.)

## First half: energies away from the band centre

An electron moves on a long chain of sites $n = 1, 2, 3, \dots$ The hopping amplitude between neighbours is $t > 0$, and site $n$ has energy $\varepsilon_n$. A state of energy $E$ has amplitudes $\psi_n$ that obey

$$ t(\psi_{n+1} + \psi_{n-1}) + \varepsilon_n \psi_n = E \psi_n . \tag{1} $$

The site energies are independent of each other and uniformly distributed on $[-W/2, W/2]$. Hence their odd moments vanish, and

$$ \langle \varepsilon^2 \rangle = \frac{1}{W} \int_{-W/2}^{W/2} \varepsilon^2 \, d\varepsilon = \frac{W^2}{12} . $$

The algebra uses atomic units, so $\hbar = 1$, and lengths are counted in sites until numbers are needed. The energy lies inside the band of the clean chain, $|E| < 2t$, and the disorder is weak, $W \ll t$.

Fix $E$, choose real starting values, and use equation (1) to generate $\psi_{n+1}$ from $\psi_n$ and $\psi_{n-1}$. The growth rate of the solution is

$$ \gamma = \lim_{N \to \infty} \frac{1}{N} \left\langle \ln \sqrt{\psi_{N+1}^2 + \psi_N^2} \right\rangle . $$

Two neighbouring amplitudes are used because a single one may pass close to zero. The localization length is defined as $\xi = 1/\gamma$. It refers to the amplitude; the density $|\psi|^2$ changes at twice the rate. The problem is to find $\xi$ to leading order in $W$.

### (a) Why does a growing solution measure localization?

Let $H_N$ be the Hamiltonian of the first $N$ sites and $G = (E - H_N)^{-1}$. Relate the end-to-end element $G_{1N}$ to the solution that starts with $\psi_0 = 0$, $\psi_1 = 1$.

*Solution.* Let $D_n = \det(E - H_n)$, with $D_0 = 1$ and $D_{-1} = 0$. The matrix is tridiagonal, with diagonal elements $E - \varepsilon_n$ and neighbouring elements $-t$. Expansion along its last row gives

$$ D_n = (E - \varepsilon_n) D_{n-1} - t^2 D_{n-2} . $$

Divide by $t^{n-1}$ and define $\psi_{n+1} = D_n / t^n$. The left side becomes $t \psi_{n+1}$, the first term on the right $(E - \varepsilon_n) \psi_n$, and the last one $t \psi_{n-1}$. This is equation (1), and the starting values are the required ones. Therefore $D_N = t^N \psi_{N+1}$.

The element $G_{1N}$ is a cofactor divided by $D_N$. For this cofactor, delete row $N$ and column 1 of $E - H_N$. What remains is a lower triangular matrix with $-t$ in all $N-1$ diagonal places. Its determinant is $(-t)^{N-1}$, and the cofactor sign is $(-1)^{N+1}$. The signs cancel, so

$$ G_{1N} = \frac{t^{N-1}}{D_N} = \frac{1}{t \, \psi_{N+1}} . \tag{2} $$

Growth of the solution is thus decay of the response at one end of the chain to a source at the other.

For an eigenstate the connection is less direct. An eigenstate of a long chain satisfies the boundary conditions at both ends. Followed inwards from either end, it is a solution of the recursion, and such solutions grow. The two growing pieces meet somewhere, and seen from there the state decays outwards. This argument assumes that the growth rate found at a fixed energy also holds at the eigenvalues, which themselves depend on the disorder. That assumption is not proved here. It was tested by diagonalizing chains with $t = 1$ eV and $W = 2$ eV: the eigenstates with $|E| < 0.1$ eV decay at 0.0395 per site, with a sampling error of roughly 2%, while $\gamma$ at $E = 0$ is 0.0391 per site. The two agree within that error.

### (b) Separate the amplitude from the phase

Set $E = 2t \cos k$ with $0 < k < \pi$, and write

$$ \psi_n = r_n \sin \theta_n , \qquad \psi_{n-1} = r_n \sin(\theta_n - k) , \qquad r_n > 0 . \tag{3} $$

Find how $r$ and $\theta$ change from one site to the next.

*Solution.* Expanding the second sine gives $r_n \cos \theta_n = (\psi_n \cos k - \psi_{n-1})/\sin k$. Two amplitudes therefore fix $r_n$, and fix $\theta_n$ up to multiples of $2\pi$, because $\sin k \neq 0$. Also, $r_n^2$ is a positive definite quadratic form in $\psi_n$ and $\psi_{n-1}$. Its ratio to $\psi_n^2 + \psi_{n-1}^2$ lies between two positive constants, so $\ln r_n$ grows at the rate $\gamma$.

Write $r, \theta, \varepsilon$ for the values at site $n$ and $r', \theta'$ for those at site $n+1$. Equation (1) gives

$$ \psi_{n+1} = \left( 2 \cos k - \frac{\varepsilon}{t} \right) r \sin \theta - r \sin(\theta - k) . $$

Since $\sin(\theta + k) + \sin(\theta - k) = 2 \sin \theta \cos k$, this is

$$ \psi_{n+1} = r \left[ \sin(\theta + k) - u \sin k \sin \theta \right] , \qquad u = \frac{\varepsilon}{t \sin k} . $$

Definition (3) at site $n+1$ reads $\psi_{n+1} = r' \sin \theta'$ and $\psi_n = r' \sin(\theta' - k)$. Writing $\theta' = (\theta' - k) + k$ in the first relation gives

$$ \psi_{n+1} = \psi_n \cos k + r' \cos(\theta' - k) \sin k . $$

Equate the two expressions for $\psi_{n+1}$ and use $\psi_n = r \sin \theta$. The terms $r \sin \theta \cos k$ cancel, and division by $\sin k$ leaves the second of the relations

$$ r' \sin(\theta' - k) = r \sin \theta , \qquad r' \cos(\theta' - k) = r (\cos \theta - u \sin \theta) . \tag{4} $$

Without disorder, $r' = r$ and $\theta' = \theta + k$: the wave advances by $k$ per site at constant amplitude. With disorder, the sum of the squares of (4) and their quotient give

$$ \frac{r'^2}{r^2} = 1 - u \sin 2\theta + u^2 \sin^2 \theta , \qquad \cot(\theta' - k) = \cot \theta - u . \tag{5} $$

No approximation has been made so far.

### (c) Find the growth rate to second order

Express $\gamma$ through averages over the phase.

*Solution.* Take half the logarithm of the first relation in (5), using $\ln(1 + x) = x - x^2/2 + \dots$ with $x = -u \sin 2\theta + u^2 \sin^2 \theta$:

$$ \ln \frac{r'}{r} = - \frac{u}{2} \sin 2\theta + \frac{u^2}{2} \sin^2 \theta - \frac{u^2}{4} \sin^2 2\theta + O(u^3) . $$

The phase $\theta_n$ is built from $\psi_n$ and $\psi_{n-1}$, which depend on site energies up to $\varepsilon_{n-1}$ and not on $\varepsilon_n$. So $u$ and $\theta$ are independent in this expression, and averages of products factorize. The first-order term vanishes because $\langle u \rangle = 0$, and the cubic term because $\langle u^3 \rangle = 0$.

Let $\langle f(\theta) \rangle$ denote the average over the disorder and over all sites of a very long chain. The growth rate is the average of $\ln(r'/r)$ in this sense. With $\sin^2 \theta = (1 - \cos 2\theta)/2$ and $\sin^2 2\theta = (1 - \cos 4\theta)/2$,

$$ \gamma = \langle u^2 \rangle \left[ \frac{1 - \langle \cos 2\theta \rangle}{4} - \frac{1 - \langle \cos 4\theta \rangle}{8} \right] + O(\langle u^4 \rangle) , $$

which simplifies to

$$ \gamma = \frac{\langle u^2 \rangle}{8} \left[ 1 - 2 \langle \cos 2\theta \rangle + \langle \cos 4\theta \rangle \right] + O(\langle u^4 \rangle) . \tag{6} $$

The growth is of second order in the disorder. Sites that amplify the wave and sites that weaken it cancel at first order, and two phase averages are left to find.

### (d) Find the phase averages

Phase averaging means treating $\theta$ as uniformly distributed. Determine when this is justified for the two averages in (6).

*Solution.* Let $M_m = \langle e^{2im\theta} \rangle$, so that $M_0 = 1$. The average over sites is unchanged when every $\theta_n$ is replaced by $\theta_{n+1}$: in a chain of $N$ sites this alters the sum at its two ends alone, a change of order $1/N$ in the average. Hence $\langle e^{2im\theta'} \rangle = M_m$.

Now expand the phase step. Let $\alpha = \theta' - k$, which equals $\theta$ at $u = 0$. Differentiating $\cot \alpha = \cot \theta - u$ with respect to $u$ gives $d\alpha/du = \sin^2 \alpha$. A second differentiation gives $d^2\alpha/du^2 = 2 \sin^3 \alpha \cos \alpha$. The Taylor series is therefore

$$ \theta' = \theta + k + u \sin^2 \theta + u^2 \sin^3 \theta \cos \theta + O(u^3) . \tag{7} $$

Call the last three terms $\delta$. Then $e^{2im\delta} = 1 + 2im\delta - 2m^2 \delta^2 + \dots$ Averaging over $u$ removes the odd orders, and the equality $\langle e^{2im\theta'} \rangle = M_m$ becomes

$$ (1 - e^{2imk}) M_m = e^{2imk} \langle u^2 \rangle \left\langle e^{2im\theta} \left( 2im \sin^3 \theta \cos \theta - 2m^2 \sin^4 \theta \right) \right\rangle + O(\langle u^4 \rangle) . \tag{8} $$

The average on the right is bounded. If $e^{2imk} \neq 1$, it follows that $M_m$ is of order $\langle u^2 \rangle$ and vanishes with the disorder. Equation (6) needs $m = 1$ and $m = 2$. Inside the band $e^{2ik} \neq 1$, and $e^{4ik} = 1$ occurs at $k = \pi/2$ alone, that is, at $E = 0$. For every other fixed energy in the band, phase averaging is thus derived to leading order.

The sizes follow from the identities

$$ \sin^3 \theta \cos \theta = \tfrac14 \sin 2\theta - \tfrac18 \sin 4\theta , \qquad \sin^4 \theta = \tfrac38 - \tfrac12 \cos 2\theta + \tfrac18 \cos 4\theta . \tag{9} $$

On the right of (8), keep the part that does not depend on $\theta$. For $m = 1$ it is $-\frac14 + \frac12 = \frac14$, and for $m = 2$ it is $\frac14 - \frac12 = -\frac14$. The other parts contain $M_1$ to $M_4$, which are of order $\langle u^2 \rangle$ whenever their factors $1 - e^{2imk}$ are nonzero. With $|1 - e^{2imk}| = 2 |\sin mk|$,

$$ |M_1| \approx \frac{\langle u^2 \rangle}{8 \sin k} , \qquad |M_2| \approx \frac{\langle u^2 \rangle}{8 |\sin 2k|} . \tag{10} $$

At $E = \pm t$ the factor for $m = 3$ vanishes, and at $E = \pm \sqrt2 \, t$ the one for $m = 4$. Equation (8) still fixes the size of these moments. For $m = 3$ at $E = \pm t$ its left side is zero, and division by $\langle u^2 \rangle$ sets $-\frac{27}{4} M_3$ plus terms in $M_1$, $M_2$, $M_4$ and $M_5$ equal to a quantity of order $\langle u^2 \rangle$; there is no constant term. The factors of those four moments are nonzero, so they are of order $\langle u^2 \rangle$, and therefore so is $M_3$. For $m = 4$ at $E = \pm \sqrt2 \, t$ the same step, with $-12 M_4$ and terms in $M_2$, $M_3$, $M_5$ and $M_6$, makes $M_4$ of order $\langle u^2 \rangle$. The estimates (10) therefore hold unchanged at these energies. The leading localization length has no anomaly at these energies.

### (e) Obtain the localization length and its limits of validity

*Solution.* With both phase averages negligible, $\gamma = \langle u^2 \rangle / 8$. From $\cos k = E/2t$ we have $\sin^2 k = (4t^2 - E^2)/4t^2$, so

$$ \langle u^2 \rangle = \frac{W^2}{12 t^2 \sin^2 k} = \frac{W^2}{3 (4t^2 - E^2)} , $$

and therefore

$$ \boxed{ \xi = \frac{24 (4t^2 - E^2)}{W^2} } \qquad (0 < |E| < 2t \text{ fixed}, \ W \to 0) . \tag{11} $$

The group velocity is $v = dE/dk = -2t \sin k$, so $v^2 = 4t^2 - E^2$ and $\xi = 2v^2 / \langle \varepsilon^2 \rangle$. A slower wave is disturbed more strongly by the same site energy and is localized over a shorter distance.

Near a band edge $\sin k$ becomes small, and (10) shows where the derivation stops. It needs $|M_1| \ll 1$, or $W^2 \ll 96 \, t^2 \sin^3 k$. At a distance $\Delta = 2t - |E| \ll t$ from the edge, $\sin k \approx \sqrt{\Delta/t}$. The formula thus requires $\Delta$ to be large compared with an energy that scales as $W^{4/3} t^{-1/3}$.

### (f) Evaluate an energy away from the centre

Take $t = 1$ eV, $W = 0.5$ eV, $E = 0.6$ eV and a lattice spacing of 3 angstrom.

*Solution.* In units of eV², $4t^2 - E^2 = 4 - 0.36 = 3.64$ and $W^2 = 0.25$. Hence

$$ \xi = \frac{24 \times 3.64}{0.25} = 349.4 \text{ sites} , $$

and multiplication by the spacing gives 1048 angstrom. Direct simulation of the recursion gives 1045 angstrom with a standard error of 2.5 angstrom. Solving for the phase distribution at this $W$, without expanding in $u$, also gives 1045 angstrom. The leading formula is too long by about 0.3% of that value, a difference that belongs to the neglected higher orders in $W$.

## Second half: the band centre

The symbols are those of the first half. The hopping is $t$, the site energies have variance $W^2/12$, and $E = 2t \cos k$. The scaled site energy is $u = \varepsilon/(t \sin k)$. The wave has amplitude $r$ and phase $\theta$, with $\psi_n = r_n \sin \theta_n$, and the phase moments are $M_m = \langle e^{2im\theta} \rangle$. Three results are carried over. The growth rate is

$$ \gamma = \frac{\langle u^2 \rangle}{8} \left[ 1 - 2 \langle \cos 2\theta \rangle + \langle \cos 4\theta \rangle \right] + O(\langle u^4 \rangle) , \tag{6} $$

the phase moments obey

$$ (1 - e^{2imk}) M_m = e^{2imk} \langle u^2 \rangle \left\langle e^{2im\theta} \left( 2im \sin^3 \theta \cos \theta - 2m^2 \sin^4 \theta \right) \right\rangle + O(\langle u^4 \rangle) , \tag{8} $$

and away from the centre and the edges of the band $\xi = 24(4t^2 - E^2)/W^2$. Inserting $E = 0$ in this last formula would give $96 \, t^2/W^2$, but its derivation excluded that energy.

For weak disorder, phase averaging has been justified and the localization length found at every fixed nonzero energy inside the band. It remains to find the phase distribution and the localization length at $E = 0$, and the width in energy of the anomaly there.
